\section*{Computing the $Z_2$ invariant from Wilson loops, with a step criterion, part 1}

(Sections cited here and not found follow in the second part.)

\section{What symmetry fixes}

The calculation returns one bit, the $Z_2$ invariant of a two-dimensional time-reversal-symmetric insulator. The eigenphases $\theta_a(k_2)$ of the Wilson loop along $k_1$ are pure numbers modulo $2\pi$, and the integer read from their flow is the net number $C$ of times they pass a reference phase $z$. Time reversal with $\Theta^2=-1$ makes the phases at $-k_2$ equal to those at $k_2$, so the half zone $0\le k_2\le\pi$ holds all the information, and it pairs the phases at both ends. Moving $z$ past a pair changes $C$ by two, so without further symmetry only $\nu=C \bmod 2$ belongs to the insulator. The speed $d\theta/dk_2$ is the loop integral of a curvature, built from one derivative of the states along each axis, each bounded by $\|\partial_jH\|/\Delta$. A safe step is therefore set by the inverse of $\oint\|\partial_1H\|\,\|\partial_2H\|\,\Delta^{-2}dk_1$: it scales as $\Delta^2$ when the gap is roughly uniform along the loop, and only as $\Delta$ near an isolated Dirac point, as shown below.

\section{Conventions and the loop}

The reduced wavevector $k=(k_1,k_2)$ has period $2\pi$. Bloch sums carry the reduced orbital positions $\tau$, so $H(k+G)=V(G)H(k)V(G)^\dagger$ with $V(G)=\mathrm{diag}\,e^{-iG\cdot\tau}$; $V_1=V(2\pi,0)$, $V_2=V(0,2\pi)$. The hopping has finite range. The $n$ lowest bands are occupied, with direct gap $\Delta(k)=E_{n+1}-E_n>0$, projector $P$, $Q=1-P$, and an orthonormal frame $u$ ($n$ columns) with $u(2\pi,k_2)=V_1u(0,k_2)$. Norms are operator norms.

Parallel transport along $k_1$ is $\psi'=P'\psi$, the prime meaning $\partial_1$. Differentiating $P^2=P$ gives $PP'P=0$. Then $(Q\psi)'=-P'\psi+QP'\psi=-PP'Q\psi$, so $Q\psi$ stays zero, and $\psi^\dagger\psi'=\psi^\dagger P'\psi=0$ preserves the norm. Writing $\psi=uw$ and applying $u^\dagger$,
\begin{equation}
w'=iA_1w,\qquad A_j=i\,u^\dagger\partial_ju .\label{eq:w}
\end{equation}
With $\mathcal T(b\leftarrow a)$ the transport operator, the loop is
\begin{equation}
\mathcal W(k_2)=V_1^\dagger\,\mathcal T(2\pi\leftarrow0),\qquad \text{eigenvalues } e^{i\theta_a},
\end{equation}
acting on the occupied space at $(0,k_2)$. For an isolated orbital $\mathcal T=1$ and $\theta=2\pi\tau_1$, which fixes sign and origin; $\theta_a/2\pi$ is called the hybrid Wannier centre.

On $N$ points with spacing $h_1=2\pi/N$ the calculation forms $W=\prod_l\mathrm{polar}(u_l^\dagger u_{l+1})$, $u_N=V_1u_0$, which approximates the matrix of $\mathcal W^\dagger$ and has eigenvalues $e^{-i\theta_a}$. A change of frame $u_l\to u_lg_l$ only conjugates the product, so the transported frame $\psi$ may be used. There $\psi^\dagger\psi'=0$, whose derivative gives $\psi^\dagger\psi''=-\psi'^\dagger\psi'$, and
\begin{equation}
\psi^\dagger(k_1)\psi(k_1+h_1)=1-\tfrac12h_1^2\,\psi'^\dagger\psi'+O(h_1^3).
\end{equation}
The explicit terms are Hermitian and positive, so the unitary polar factor is $1+O(h_1^3)$. The $N$ links give a phase error $O(N^{-2})$, once $h_1$ resolves the variation of $P$.

\section{Time reversal and the definition of $\nu$}

Let $\Theta=is_yK$, with $\Theta H(k)\Theta^{-1}=H(-k)$ and $\Theta V\Theta^{-1}=V^\dagger$. If $\psi(k_1)$ is transported at $k_2$, then $\Theta\psi(-k_1)$ is transported at $-k_2$, because the derivative of $P(k_1,-k_2)=\Theta P(-k_1,k_2)\Theta^{-1}$ carries the same minus sign. Periodicity gives $V_1\mathcal T(b\leftarrow a)V_1^\dagger=\mathcal T(b+2\pi\leftarrow a+2\pi)$. Hence
\begin{equation}
\Theta\mathcal W(k_2)\Theta^{-1}=V_1\mathcal T_{-k_2}(-2\pi\leftarrow0)=\mathcal T_{-k_2}(0\leftarrow2\pi)V_1=\mathcal W(-k_2)^{-1}.\label{eq:T}
\end{equation}
If $\mathcal W(k_2)\psi=e^{i\theta}\psi$, antilinearity gives $\mathcal W(-k_2)^{-1}\Theta\psi=e^{-i\theta}\Theta\psi$, so $\theta$ is also a phase at $-k_2$. At $k_2=0$, $\Theta$ maps each eigenspace to itself, and $\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle=0$ makes its dimension even. At $k_2=\pi$ the same holds for $V_2\Theta$, whose square is $V_2V_2^\dagger\Theta^2=-1$. In particular $n$ is even.

Follow the phases as continuous real branches $\tilde\theta_a(k_2)$ and choose $z_0$, $z_\pi$ off the spectra at the two ends. With $[\theta]_z$ the representative of $\theta$ in $(z,z+2\pi)$, $2\pi\lfloor(\tilde\theta-z)/2\pi\rfloor=\tilde\theta-[\theta]_z$, and the signed number of crossings of any curve from $z_0$ to $z_\pi$ is
\begin{align}
C&=\sum_a\Big(\Big\lfloor\tfrac{\tilde\theta_a(\pi)-z_\pi}{2\pi}\Big\rfloor-\Big\lfloor\tfrac{\tilde\theta_a(0)-z_0}{2\pi}\Big\rfloor\Big)\nonumber\\
&=\frac1{2\pi}\sum_a\Big(\tilde\theta_a(\pi)-\tilde\theta_a(0)-[\theta_a(\pi)]_{z_\pi}+[\theta_a(0)]_{z_0}\Big).\label{eq:C}
\end{align}
The sum $\sum_a\tilde\theta_a$ is the continuous lift of $\arg\det\mathcal W$, so $C$ does not depend on how branches are joined at degeneracies. Moving an end point past an eigenvalue changes $C$ by an even multiplicity. Under a small gapped, $\Theta$-symmetric deformation the second line of \eqref{eq:C} is continuous and integer, hence constant. Thus $\nu=C\bmod2$ is an invariant. Without time reversal the end spectra are unpaired and the parity depends on $z_0,z_\pi$.

\section{Speed of the centres}

The branches and eigenvectors can be taken differentiable in $k_2$, since $\mathcal W$ is an analytic unitary family (Rellich's theorem). Let $S(k_1)$ be the propagator of \eqref{eq:w}, $S(2\pi)w_a=e^{i\theta_a}w_a$, and $w_a(k_1)=S(k_1)w_a$. Varying \eqref{eq:w} gives $\partial_2S(2\pi)=\int S(2\pi)S(k_1)^\dagger\,i\partial_2A_1\,S(k_1)\,dk_1$. First-order perturbation theory, $w_a^\dagger\,\partial_2S(2\pi)\,w_a=i\,(d\theta_a/dk_2)\,e^{i\theta_a}$, yields $d\theta_a/dk_2=\oint w_a^\dagger\partial_2A_1w_a\,dk_1$. From \eqref{eq:w}, $(w^\dagger A_2w)'=w^\dagger(\partial_1A_2-i[A_1,A_2])w$, which integrates to zero because $A_2$ is periodic and $w(2\pi)=e^{i\theta}w(0)$. Subtracting it,
\begin{equation}
\frac{d\theta_a}{dk_2}=-\oint w_a^\dagger F\,w_a\,dk_1,\qquad F=\partial_1A_2-\partial_2A_1-i[A_1,A_2].\label{eq:vel}
\end{equation}
Now $\partial_1A_2-\partial_2A_1=i(\partial_1u^\dagger\partial_2u-\partial_2u^\dagger\partial_1u)$. Inserting $1=uu^\dagger+Q$ and using $\partial_1u^\dagger u\,u^\dagger\partial_2u=(iA_1)(-iA_2)=A_1A_2$, the occupied part is $i[A_1,A_2]$ and cancels:
\begin{equation}
F=i\,(X_1^\dagger X_2-X_2^\dagger X_1),\qquad X_j=Q\,\partial_ju .
\end{equation}
Summing \eqref{eq:vel} over $a$ with $\sum_aw_aw_a^\dagger=1$ turns \eqref{eq:C} into
\begin{equation}
C=\frac1{2\pi}\Big(-\!\int_{\rm half}\!\mathrm{tr}F\,d^2k-\sum_a[\theta_a(\pi)]_{z_\pi}+\sum_a[\theta_a(0)]_{z_0}\Big).\label{eq:obs}
\end{equation}
This has the Fu-Kane obstruction form, Berry flux through the half zone against boundary Berry phases with Kramers partners on one branch. It needs no tracking, so it tests the tracking; its boundary phases still come from the loop.

To bound $F$, differentiate $Hu=u\,\eta$, $\eta=u^\dagger Hu$, and apply $Q$: $H_QX_j-X_j\eta=-B_j$, with $H_Q=QHQ$ and $B_j=Q\,\partial_jH\,u$. The solution is $X_j=-\int_0^\infty e^{-sH_Q}B_je^{s\eta}ds$, because $H_QX_j-X_j\eta=\int_0^\infty\frac{d}{ds}(e^{-sH_Q}B_je^{s\eta})\,ds=-B_j$. The integrand has norm at most $\|\partial_jH\|e^{-s\Delta}$, so
\begin{equation}
\|X_j\|\le\frac{\|\partial_jH\|}{\Delta},\qquad \Big|\frac{d\theta_a}{dk_2}\Big|\le\oint\|F\|\,dk_1\le\oint\frac{2L_1L_2}{\Delta^2}\,dk_1 ,\label{eq:bound}
\end{equation}
for any $L_j\ge\sup_k\|\partial_jH\|$. For a Hermitian matrix with site blocks $B_{pq}$, $|x^\dagger Bx|\le\sum\|B_{pq}\|\,(|x_p|^2+|x_q|^2)/2\le\max_p\sum_q\|B_{pq}\|\,|x|^2$. A hop with spin matrix $T$ over reduced displacement $r$ enters $H$ as $Te^{ik\cdot r}$, so $L_j=\max_p\sum_{\text{hops at }p}\|T\|\,|r_j|$ suffices.

\section{Largest-gap tracking and the step criterion}

On lines $0=k^{(0)}<\dots<k^{(M)}=\pi$ let $G_m\ge2\pi/n$ be the largest gap between computed phases and $z_m$ its midpoint. The Soluyanov-Vanderbilt reference curve is a staircase: constant at $z_m$ over step $m$, then a jump to $z_{m+1}$ on line $m+1$. If no branch meets $z_m$ within the step, the floors in \eqref{eq:C} change only on the jumps, by one unit per centre passed.

For phases in $[0,2\pi)$, $\sin\frac{\theta-z}2$ has the sign of $\theta-z$, so the product of two such sines is negative exactly when $\theta$ lies between $z_m$ and $z_{m+1}$. The complementary arc holds the remaining centres and has the same parity since $n$ is even. Therefore
\begin{equation}
(-1)^\nu=\prod_m\prod_a\mathrm{sgn}\Big[\sin\tfrac{\theta_a^{(m+1)}-z_m}2\,\sin\tfrac{\theta_a^{(m+1)}-z_{m+1}}2\Big].\label{eq:nu}
\end{equation}
The directed-triangle function $g=\sin\alpha+\sin\beta-\sin(\alpha+\beta)$, $\alpha=z_{m+1}-z_m$, $\beta=\theta-z_{m+1}$, gives the same sign:
\begin{equation}
g=2\sin\tfrac{\alpha+\beta}2\Big(\cos\tfrac{\alpha-\beta}2-\cos\tfrac{\alpha+\beta}2\Big)=4\sin\tfrac\alpha2\sin\tfrac\beta2\sin\tfrac{\alpha+\beta}2 ,
\end{equation}
and $\sin\frac\alpha2$ enters the product an even number of times. Form \eqref{eq:nu} is the one to evaluate: $g$ vanishes at $z_{m+1}=z_m$, where its computed value is zero or a rounding error and its sign carries no information. This case is generic with inversion and $n=2$, where $z_m$ is $0$ or $\pi$.

Let $\varepsilon$ bound the distance between computed and exact phases, and let $\Delta_l$ be the gap at grid point $l$ of line $m$. Every point of a strip of width $h$ lies within $h_1/2$ in $k_1$ and $h$ in $k_2$ of some grid point. By Weyl's inequality each level moves by at most $L_1h_1/2+L_2h$, so $\Delta\ge\Delta_l-L_1h_1-2L_2h$ in that cell. With \eqref{eq:bound}, every centre moves by less than $G_m/2-2\varepsilon$ if
\begin{equation}
h\,h_1\sum_{l}\frac{2L_1L_2}{(\Delta_l-L_1h_1-2L_2h)^2}<\frac{G_m}2-2\varepsilon,\qquad \Delta_l-L_1h_1-2L_2h>0 .\label{eq:step}
\end{equation}
The exact centres start at least $G_m/2-\varepsilon$ from $z_m$, so they stay more than $\varepsilon$ from it, and the computed centres on line $m+1$ lie on the same side of $z_m$ as the exact ones. The same holds for $z_{m+1}$, since $G_{m+1}/2>\varepsilon$. So \eqref{eq:nu} is exact under \eqref{eq:step}, which is sufficient and not necessary. The positive denominators also prove that the gap is open throughout the half zone. The one input that is estimated and not proved is $\varepsilon$.

\section{Inversion: equality with the Fu-Kane parities}

Let $\mathcal I$ be unitary, $\mathcal I^2=1$, $\mathcal IH(k)\mathcal I=H(-k)$, $\mathcal IV\mathcal I=V^\dagger$ (origin at the inversion centre), $[\mathcal I,\Theta]=0$. The steps of \eqref{eq:T} give $\mathcal I\mathcal W(k_2)\mathcal I=\mathcal W(-k_2)^{-1}$, now linear, so $\theta$ at $k_2$ implies $-\theta$ at $-k_2$. With time reversal, the spectrum on every line is symmetric under $\theta\to-\theta$.

Take a constant reference $z\in(0,\pi)$ and let $\mu$ count the phases in $(z,2\pi-z)$. The indicator of that arc is $\lfloor\frac{\tilde\theta-z}{2\pi}\rfloor-\lfloor\frac{\tilde\theta+z}{2\pi}\rfloor+1$, so $\mu(\pi)-\mu(0)=C_z-C_{-z}$. The reflected branches $-\tilde\theta_a$ are an equally valid labelling, and $\lfloor-x\rfloor=-1-\lfloor x\rfloor$ for non-integer $x$ gives $C_z=-C_{-z}$. Hence $C_z=[\mu(\pi)-\mu(0)]/2$. At the ends a non-real eigenvalue has even multiplicity and so has its conjugate, so $\mu\equiv\mathrm{mult}(-1)\pmod4$.

On $k_2=0$ put $U=\mathcal T(\pi\leftarrow0)$. Then $\mathcal T(2\pi\leftarrow\pi)=V_1\mathcal T(0\leftarrow-\pi)V_1^\dagger=V_1\mathcal IU^\dagger\mathcal IV_1^\dagger$, and $\mathcal IV_1^\dagger=V_1\mathcal I$, so
\begin{equation}
\mathcal W=R_1R_2,\qquad R_1=\mathcal I,\qquad R_2=U^\dagger(V_1\mathcal I)U .
\end{equation}
On $k_2=\pi$, $V_2\mathcal I$ replaces $\mathcal I$ throughout. At each time-reversal-invariant point $\kappa$ the parity operator is thus $V(2\kappa)\mathcal I$; it squares to one, commutes with $H(\kappa)$, and has $n_-(\kappa)$ odd occupied states. Since $R_i\mathcal WR_i=\mathcal W^{-1}$, both reflections exchange the eigenspaces of $\lambda$ and $\lambda^*$ and are traceless on such a pair when $\lambda$ is not real. On the $+1$ eigenspace $R_1=R_2$. On the $-1$ eigenspace $R_2=-R_1$; let $R_1=+1$ and $-1$ have dimensions $a$ and $b$ there. With $\mathrm{tr}R_i=n-2n_-^{(i)}$,
\begin{equation}
2(a-b)=\mathrm{tr}(R_1-R_2)=2\big(n_-^{(2)}-n_-^{(1)}\big).
\end{equation}
The antiunitary $\Lambda=\mathcal I\Theta$ has $\Lambda^2=-1$ and commutes with $P(k)$, $V$ and $\mathcal I$, hence with $U$, $R_1$, $R_2$. So $a$, $b$ and each $n_-$ are even, and $\mathrm{mult}(-1)=a-b+2b\equiv n_-(\pi,k_2)-n_-(0,k_2)\pmod4$. Halving, signs are immaterial modulo two:
\begin{equation}
(-1)^\nu=\prod_\kappa(-1)^{n_-(\kappa)/2},\label{eq:FK}
\end{equation}
the Fu-Kane product of one parity per occupied Kramers pair.

The parity of the Wilson-loop flow defines $\nu$, largest-gap tracking returns it exactly under the step criterion \eqref{eq:step} once $\varepsilon$ bounds the phase error, and with inversion it equals the Fu-Kane product \eqref{eq:FK}. What remains is to check these results numerically on a Kane-Mele reference model, work through an example, and choose the settings of the calculation.
